# Intraband plasmon dispersion and Fermi-surface velocity moments in cubic metals: a numerical check

```python
"""
Plasmon dispersion from the intraband polarizability of one metallic band.
Result under test (Hartree atomic units, zero temperature, unit overlaps):
    omega^2 = omega_p^2 + (alpha + beta) q^2 + O(q^4)
    omega_p^2 = 4 pi N <v_q^2>,   alpha = <v_q^4> / <v_q^2>
    beta = omega_p^2 <v_q d_q^3 E> / (12 <v_q^2>)
N: density of states per volume with both spins; <...>: Fermi-surface mean
with weight dS/|v|; v_q: band velocity along q; d_q: k-derivative along q;
E: band energy.  alpha alone is the semiclassical coefficient; beta comes
from the finite momentum transfer and vanishes for free electrons, where
alpha = (3/5) v_F^2.  A constant background eps_b divides omega_p^2.
Plasmon roots are found numerically from the unexpanded polarizabilities.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
PI = np.pi


def solve_plasmon(dielectric, wp2):
    """Root in omega^2 of the dielectric function, near wp2."""
    return brentq(dielectric, 0.5 * wp2, 3.0 * wp2, xtol=1e-16, rtol=1e-14)


def q2_coefficient(root, wp2, q):
    """Limit of (omega^2 - wp2)/q^2 from q and 2q, removing the q^2 error."""
    c1 = (root(q) - wp2) / q**2
    c2 = (root(2 * q) - wp2) / (2 * q)**2
    return (4 * c1 - c2) / 3


# ---------------- free-electron gas ----------------
r_s = 4.0
k_f = (9 * PI / 4)**(1 / 3) / r_s          # equals v_F for unit mass
wp2_free = 3 / r_s**3
nodes, node_weights = np.polynomial.legendre.leggauss(80)


def free_root(q):
    kz = k_f * nodes
    disc_area = PI * (k_f**2 - kz**2)
    delta = q * kz + q**2 / 2

    def dielectric(w2):
        integrand = disc_area * delta / (w2 - delta**2)
        chi = 4 / (2 * PI)**3 * k_f * np.sum(node_weights * integrand)
        return 1 - 4 * PI * chi / q**2
    return solve_plasmon(dielectric, wp2_free)


free_numeric = q2_coefficient(free_root, wp2_free, 0.01)
free_formula = 0.6 * k_f**2
assert abs(free_numeric / free_formula - 1) < 1e-4

# ---------------- cubic tight-binding band ----------------
a = 6.0
t = 0.05
mu = -3 * t
AXES = np.eye(3)


def make_hops(t1, t2):
    """One vector of each +R, -R pair, with its hopping amplitude."""
    near = [[1, 0, 0], [0, 1, 0], [0, 0, 1]]
    second = [[1, 1, 0], [1, -1, 0], [1, 0, 1],
              [1, 0, -1], [0, 1, 1], [0, 1, -1]]
    vectors = a * np.array(near + second, dtype=float)
    return vectors, np.array([t1] * 3 + [t2] * 6)


def band_derivative(k, hops, direction, order):
    """Derivative of the band energy along a direction (order 0: energy)."""
    vectors, amplitudes = hops
    factor = -2 * amplitudes * (vectors @ direction)**order
    return np.cos(k @ vectors.T + order * PI / 2) @ factor


# Directions on the unit sphere: Gauss-Legendre in cos(theta), uniform in phi
cos_th, w_th = np.polynomial.legendre.leggauss(60)
phi = 2 * PI * (np.arange(120) + 0.5) / 120
ct, ph = np.meshgrid(cos_th, phi, indexing="ij")
st = np.sqrt(1 - ct**2)
SPHERE = np.stack([st * np.cos(ph), st * np.sin(ph), ct], -1).reshape(-1, 3)
SOLID = np.repeat(w_th, 120) * 2 * PI / 120


def fermi_surface(level, hops):
    """Radius, velocity, k and weight (sum of weights = N), closed surface."""
    low = np.zeros(len(SPHERE))
    high = PI / (a * np.abs(SPHERE).max(axis=1))
    for _ in range(52):
        mid = (low + high) / 2
        energy = band_derivative(mid[:, None] * SPHERE, hops, AXES[0], 0)
        inside = energy < level
        low = np.where(inside, mid, low)
        high = np.where(inside, high, mid)
    radius = (low + high) / 2
    k = radius[:, None] * SPHERE
    v = np.stack([band_derivative(k, hops, e, 1) for e in AXES], -1)
    radial_v = np.sum(v * SPHERE, axis=1)
    assert radial_v.min() > 0
    weight = 2 / (2 * PI)**3 * SOLID * radius**2 / radial_v
    return radius, v, k, weight


def occupied_volume(radius):
    """Quadrature points and weights (both spins) inside the surface."""
    x, w = np.polynomial.legendre.leggauss(18)
    x, w = (x + 1) / 2, w / 2
    k = (radius[:, None] * x)[:, :, None] * SPHERE[:, None, :]
    weight = SOLID[:, None] * radius[:, None]**3 * x**2 * w
    return k.reshape(-1, 3), 2 / (2 * PI)**3 * weight.ravel()


def semiclassical_root(q, n, v, weight, wp2):
    qv = q * (v @ n)

    def dielectric(w2):
        chi = np.sum(weight * qv / (np.sqrt(w2) - qv))
        return 1 - 4 * PI * chi / q**2
    return solve_plasmon(dielectric, wp2)


def finite_q_root(q, n, hops, volume, wp2, eps_b=1.0):
    k, weight = volume
    delta = (band_derivative(k + q * n, hops, n, 0)
             - band_derivative(k, hops, n, 0))

    def dielectric(w2):
        chi = 2 * np.sum(weight * delta / (w2 - delta**2))
        return eps_b - 4 * PI * chi / q**2
    return solve_plasmon(dielectric, wp2)


def moments(v, weight):
    """N, <vx^2>, <vx^4>, <vx^2 vy^2>."""
    n_states = weight.sum()
    p = weight / n_states
    return (n_states, p @ v[:, 0]**2, p @ v[:, 0]**4,
            p @ (v[:, 0]**2 * v[:, 1]**2))


def cubic_alpha(n, m2, m4, m22):
    s = np.sum(n**4)
    return (3 * m22 + (m4 - 3 * m22) * s) / m2


hops = make_hops(t, 0.0)
radius, v, k_surface, weight = fermi_surface(mu, hops)
volume = occupied_volume(radius)
n_states, m2, m4, m22 = moments(v, weight)
wp2 = 4 * PI * n_states * m2
density = volume[1].sum()

# Drude weight: surface mean of v^2 against occupied-volume mean of curvature
curvature = band_derivative(volume[0], hops, AXES[2], 2)
assert abs(4 * PI * (volume[1] @ curvature) / wp2 - 1) < 1e-8

directions = {"[100]": np.array([1.0, 0, 0]),
              "[110]": np.array([1.0, 1, 0]) / np.sqrt(2),
              "[111]": np.array([1.0, 1, 1]) / np.sqrt(3)}
general = np.array([1.0, 2, 3]) / np.sqrt(14)
q_small = 0.05 / a
results = {}
for name, n in list(directions.items()) + [("[123]", general)]:
    alpha = cubic_alpha(n, m2, m4, m22)
    beta = -wp2 * a**2 * np.sum(n**4) / 12
    semi = q2_coefficient(
        lambda q: semiclassical_root(q, n, v, weight, wp2), wp2, q_small)
    full = q2_coefficient(
        lambda q: finite_q_root(q, n, hops, volume, wp2), wp2, q_small)
    assert abs(semi - alpha) < 1e-4 * alpha
    assert abs(full - alpha - beta) < 3e-4 * alpha
    results[name] = (alpha, beta, semi, full)

# Directional mean of alpha, by explicit averaging over directions of q
c8, w8 = np.polynomial.legendre.leggauss(8)
mean_alpha = 0.0
for c, w in zip(c8, w8):
    for angle in 2 * PI * np.arange(16) / 16:
        s = np.sqrt(1 - c * c)
        n = np.array([s * np.cos(angle), s * np.sin(angle), c])
        vq = v @ n
        ratio = (weight @ vq**4) / (weight @ vq**2)
        mean_alpha += w / 2 / 16 * ratio
speed2 = np.sum(v**2, axis=1)
mean_v2 = weight @ speed2 / n_states
mean_v4 = weight @ speed2**2 / n_states
mean_formula = 0.6 * mean_v4 / mean_v2
assert abs(mean_alpha / mean_formula - 1) < 1e-7

# The remainder of the semiclassical quadratic law is of order q^4
n100 = directions["[100]"]
remainders = []
for q in (0.1 / a, 0.2 / a):
    root = semiclassical_root(q, n100, v, weight, wp2)
    remainders.append(root - wp2 - results["[100]"][0] * q**2)
remainder_ratio = remainders[1] / remainders[0]
assert 15 < remainder_ratio < 17

# General beta: second-neighbour hopping and a low-symmetry direction
hops2 = make_hops(t, 0.1 * t)
radius2, v2, k2, weight2 = fermi_surface(mu, hops2)
volume2 = occupied_volume(radius2)
vq2 = v2 @ general
third = band_derivative(k2, hops2, general, 3)
drude2 = weight2 @ vq2**2
wp2_second = 4 * PI * drude2
alpha2 = (weight2 @ vq2**4) / drude2
beta2 = wp2_second * (weight2 @ (vq2 * third)) / (12 * drude2)
full2 = q2_coefficient(
    lambda q: finite_q_root(q, general, hops2, volume2, wp2_second),
    wp2_second, q_small)
assert abs(full2 - alpha2 - beta2) < 3e-4 * alpha2

# Background screening reduces beta but not alpha
eps_b = 10.0
screened = q2_coefficient(
    lambda q: finite_q_root(q, n100, hops, volume, wp2 / eps_b, eps_b),
    wp2 / eps_b, 0.02 / a)
screened_formula = results["[100]"][0] + results["[100]"][1] / eps_b
assert abs(screened / screened_formula - 1) < 5e-4

# Low filling: approach to the isotropic free-electron coefficient
filling_rows = []
for level in (-5.99, -5.0, -4.0, -3.0):
    _, v_l, _, w_l = fermi_surface(level * t, hops)
    mom = moments(v_l, w_l)[1:]
    a100 = cubic_alpha(directions["[100]"], *mom)
    a111 = cubic_alpha(directions["[111]"], *mom)
    filling_rows.append((level, a100 / a111, mom[1] / mom[2]))
    if level == -5.99:
        vf2_parabolic = 2 * (level + 6) * t * 2 * t * a**2
        assert abs(a100 / (0.6 * vf2_parabolic) - 1) < 0.01
        assert abs(a111 / (0.6 * vf2_parabolic) - 1) < 0.01

# ---------------- printed numbers ----------------
print("FREE ELECTRONS")
print(f"r_s = {r_s:.1f} bohr")
print(f"v_F = {k_f:.5f} a.u.")
print(f"omega_p = {np.sqrt(wp2_free):.5f} hartree"
      f" = {np.sqrt(wp2_free) * HARTREE_EV:.3f} eV")
print(f"(3/5) v_F^2 = {free_formula:.6f} a.u.")
print(f"q^2 coefficient from roots = {free_numeric:.6f} a.u.")
print("SIMPLE-CUBIC BAND")
print(f"a = {a:.1f} bohr, t = {t:.3f} hartree, mu = {mu:.3f} hartree")
print(f"electrons per cell = {density * a**3:.5f}")
print(f"N = {n_states:.6f} states/(hartree bohr^3)")
print(f"M = <vx^2> = {m2:.6f} a.u.")
print(f"A = <vx^4> = {m4:.6f} a.u.")
print(f"B = <vx^2 vy^2> = {m22:.6f} a.u.")
print(f"A/B = {m4 / m22:.4f} (isotropic value 3)")
print(f"omega_p^2 = {wp2:.6f} hartree^2")
print(f"omega_p = {np.sqrt(wp2):.5f} hartree"
      f" = {np.sqrt(wp2) * HARTREE_EV:.3f} eV")
for name, (alpha, beta, semi, full) in results.items():
    print(f"{name} alpha = {alpha:.5f}, from roots {semi:.5f} a.u.")
    print(f"{name} beta = {beta:.5f} a.u.")
    print(f"{name} alpha+beta = {alpha + beta:.5f},"
          f" from roots {full:.5f} a.u.")
print(f"directional mean of alpha = {mean_alpha:.5f} a.u.")
print(f"(3/5)<v^4>/<v^2> = {mean_formula:.5f} a.u.")
print(f"(3/5)<v^2> = {0.6 * mean_v2:.5f} a.u.")
print(f"remainder ratio on doubling q = {remainder_ratio:.3f}")
print("SECOND-NEIGHBOUR HOPPING 0.1 t, [123]")
print(f"alpha = {alpha2:.5f}, beta = {beta2:.5f} a.u.")
print(f"sum = {alpha2 + beta2:.5f}, from roots {full2:.5f} a.u.")
print(f"BACKGROUND eps_b = {eps_b:.0f}, [100]")
print(f"alpha+beta/eps_b = {screened_formula:.5f},"
      f" from roots {screened:.5f} a.u.")
print("FILLING: mu/t, alpha100/alpha111, A/B")
for level, ratio, ab in filling_rows:
    print(f"{level:.2f}, {ratio:.4f}, {ab:.4f}")
q_show = 0.05
print(f"PLASMON ENERGY AT q = {q_show:.2f} 1/bohr, in hartree")
for name in ("[100]", "[111]"):
    n = directions[name]
    alpha, beta = results[name][:2]
    w_semi = np.sqrt(semiclassical_root(q_show, n, v, weight, wp2))
    w_full = np.sqrt(finite_q_root(q_show, n, hops, volume, wp2))
    w_alpha = np.sqrt(wp2 + alpha * q_show**2)
    w_total = np.sqrt(wp2 + (alpha + beta) * q_show**2)
    print(f"{name} semiclassical root {w_semi:.6f}, formula {w_alpha:.6f}")
    print(f"{name} finite-q root {w_full:.6f}, formula {w_total:.6f}")
print("PASS")
```

Printed output:

```
FREE ELECTRONS
r_s = 4.0 bohr
v_F = 0.47979 a.u.
omega_p = 0.21651 hartree = 5.891 eV
(3/5) v_F^2 = 0.138119 a.u.
q^2 coefficient from roots = 0.138119 a.u.
SIMPLE-CUBIC BAND
a = 6.0 bohr, t = 0.050 hartree, mu = -0.150 hartree
electrons per cell = 0.23400
N = 0.013662 states/(hartree bohr^3)
M = <vx^2> = 0.194735 a.u.
A = <vx^4> = 0.055188 a.u.
B = <vx^2 vy^2> = 0.032771 a.u.
A/B = 1.6841 (isotropic value 3)
omega_p^2 = 0.033433 hartree^2
omega_p = 0.18285 hartree = 4.976 eV
[100] alpha = 0.28340, from roots 0.28340 a.u.
[100] beta = -0.10030 a.u.
[100] alpha+beta = 0.18310, from roots 0.18310 a.u.
[110] alpha = 0.39413, from roots 0.39413 a.u.
[110] beta = -0.05015 a.u.
[110] alpha+beta = 0.34398, from roots 0.34398 a.u.
[111] alpha = 0.43103, from roots 0.43103 a.u.
[111] beta = -0.03343 a.u.
[111] alpha+beta = 0.39760, from roots 0.39760 a.u.
[123] alpha = 0.39413, from roots 0.39413 a.u.
[123] beta = -0.05015 a.u.
[123] alpha+beta = 0.34398, from roots 0.34398 a.u.
directional mean of alpha = 0.37198 a.u.
(3/5)<v^4>/<v^2> = 0.37198 a.u.
(3/5)<v^2> = 0.35052 a.u.
remainder ratio on doubling q = 15.955
SECOND-NEIGHBOUR HOPPING 0.1 t, [123]
alpha = 0.60858, beta = -0.08634 a.u.
sum = 0.52224, from roots 0.52225 a.u.
BACKGROUND eps_b = 10, [100]
alpha+beta/eps_b = 0.27337, from roots 0.27337 a.u.
FILLING: mu/t, alpha100/alpha111, A/B
-5.99, 0.9990, 2.9957
-5.00, 0.8981, 2.5637
-4.00, 0.7827, 2.1179
-3.00, 0.6575, 1.6841
PLASMON ENERGY AT q = 0.05 1/bohr, in hartree
[100] semiclassical root 0.184777, formula 0.184774
[100] finite-q root 0.184082, formula 0.184094
[111] semiclassical root 0.185794, formula 0.185770
[111] finite-q root 0.185569, formula 0.185544
PASS
```
